# Ewald Form of the Ion-Ion Dynamical Matrix at Finite Wavevector, part 2

A phonon code needs the ion-ion force constants $C_{\kappa\alpha,\kappa'\beta}(q)$, which act on displacement waves $u_{l\kappa}=U_\kappa e^{iq\cdot R_l}$. Hartree atomic units are used. Ion $\kappa$ in cell $l$ is a point charge $Z_\kappa$ at $R_l+\tau_\kappa$, and $d=\tau_\kappa-\tau_{\kappa'}$. The cell volume is $\Omega$, and $Z_{\rm tot}=\sum_\kappa Z_\kappa$. A rigid uniform background of charge density $-\bar n$, with $\bar n=Z_{\rm tot}/\Omega$, makes the system neutral.

Subscripts $\alpha,\beta$ on a function denote Cartesian derivatives. With $\phi=1/r$, the intersite block is

$$
F_{\kappa\alpha,\kappa'\beta}(q)
=-Z_\kappa Z_{\kappa'}\sum_l{}'
\phi_{\alpha\beta}(R_l-d)\,e^{iq\cdot R_l}. \tag{4}
$$

The prime omits $l=0$ when $\kappa=\kappa'$. A parameter $\eta>0$ splits $1/r$ into $s=\operatorname{erfc}(\eta r)/r$, summed over positions, and $g=\operatorname{erf}(\eta r)/r$, summed over reciprocal-lattice vectors $G$. The smooth part obeys

$$
\nabla^2g=\frac1r\frac{d}{dr}
\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)
=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}. \tag{8}
$$

Write $h(r)=e^{-\eta^2r^2}$ and $K=q+G$. For a function $f$ with Fourier transform $\hat f$, Poisson summation reads

$$
\sum_l f(R_l-d)e^{iq\cdot R_l}
=\frac1\Omega\sum_G\hat f(-K)e^{iK\cdot d}, \tag{11}
$$

and $\hat h(k)=(\pi^{3/2}/\eta^3)e^{-k^2/4\eta^2}$. The intersite block becomes a reciprocal sum, a real-space sum and a self correction:

$$
\begin{aligned}
F_{\kappa\alpha,\kappa'\beta}(q)={}&
\frac{4\pi Z_\kappa Z_{\kappa'}}{\Omega}\sum_G
\frac{K_\alpha K_\beta}{K^2}e^{-K^2/4\eta^2}e^{iK\cdot d}\\
&-Z_\kappa Z_{\kappa'}\sum_l{}'
s_{\alpha\beta}(R_l-d)e^{iq\cdot R_l}\\
&-\delta_{\kappa\kappa'}\delta_{\alpha\beta}
Z_\kappa^2\frac{4\eta^3}{3\sqrt\pi}.
\end{aligned} \tag{14}
$$

$F(0)$ is equation (14) at $q=0$ with the $G=0$ term absent. The complete matrix adds the on-site term:

$$
C_{\kappa\alpha,\kappa'\beta}(q)
=F_{\kappa\alpha,\kappa'\beta}(q)
-\delta_{\kappa\kappa'}\sum_{\kappa''}
F_{\kappa\alpha,\kappa''\beta}(0). \tag{16}
$$

The two self corrections on the diagonal of $C$ cancel. The derivative of the reciprocal part of $F$ with respect to $\eta$ is

$$
A_{\alpha\beta}=\frac{2\pi Z_\kappa Z_{\kappa'}}{\Omega\eta^3}
\sum_GK_\alpha K_\beta e^{-K^2/4\eta^2}e^{iK\cdot d}. \tag{17}
$$

The derivatives of the three parts of $F$ were proved to add to zero, so $F(q)$, $F(0)$ and $C(q)$ are each independent of $\eta$.

### A worked crystal

The model crystal has orthogonal edges of 5, 6 and 7 bohr and a volume of 210 bohr³. Ion 1 has charge 3 and lies at the origin. Ion 2 has charge 1 and lies at $(2.0,3.0,2.1)$ bohr. The wavevector has components $(0.4189,0.3491,0.2992)$ bohr⁻¹, one third of a reciprocal-lattice step in each direction. These are round model parameters and do not describe a particular material. Force constants are in hartree/bohr², and $\eta$ is in bohr⁻¹.

For the element that couples the $x$ displacement of ion 1 to itself, the parts of $F(q)$ are:

| $\eta$ | reciprocal | real | self | sum |
|---:|---:|---:|---:|---:|
| 0.3 | 0.185813 | 0.082647 | −0.182797 | 0.085662 |
| 0.5 | 0.926221 | 0.005725 | −0.846284 | 0.085662 |
| 0.8 | 3.552041 | 0.000001 | −3.466381 | 0.085662 |

The self value at $\eta=0.5$ can be checked by hand:

$$
-3^2\,\frac{4(0.5)^3}{3\sqrt\pi}
=-\frac{4.5}{3\sqrt\pi}=-0.8463.
$$

The on-site contribution to the same element is 0.375939 for all three values of $\eta$. The complete element is therefore

$$
C_{1x,1x}=0.085662+0.375939=0.461601,
$$

or 44.86 eV/Å². Leaving out both self corrections gives the same number. At $\eta=0.5$ the four remaining sums are

$$
0.926221+0.005725-0.488595+0.018250=0.461601.
$$

The first two numbers come from the intersite block at $q$. The last two are the reciprocal and real-space parts of the on-site term.

An element between different ions has neither a self correction nor an on-site term. For $C_{1x,2y}$ at $\eta=0.3$, the reciprocal part is $-0.02409-0.02635i$ and the real-space part is $-0.04514-0.05358i$. Their sum is $-0.06923-0.07994i$, or $-6.728-7.768i$ eV/Å². At $\eta=0.8$ the reciprocal part alone is $-0.06920-0.07992i$, and the total is unchanged.

The slopes in the proof can also be seen at work. At $\eta=0.5$ the derivatives of the three parts of $F_{1x,1x}$, in hartree/bohr, are

$$
5.189767-0.112061-5.077706=0.
$$

At $\eta=0.3$ and $0.8$, the largest deviation of any element of $C$ from its value at $\eta=0.5$ is $2.7\times10^{-15}$ hartree/bohr².

### Choosing the splitting and the cutoffs

Carry the real-space sum to radius $r_c=t/\eta$ and the reciprocal sum to radius $K_c=2\eta t$. The Gaussian factors at the two edges are then both $e^{-t^2}$. This matches the exponential decay of the two sums, but it is not a bound on the total error, which also depends on prefactors and on the number of omitted terms. Convergence should be checked by increasing $t$.

For large spheres, the numbers of terms per pair of ions are approximately

$$
N_r=\frac{4\pi}{3}\frac{t^3}{\eta^3\Omega},\qquad
N_K=\frac{4\pi}{3}\frac{(2\eta t)^3\Omega}{(2\pi)^3}. \tag{23}
$$

Setting them equal gives $\eta^6=\pi^3/\Omega^2$, hence

$$
\eta=\frac{\sqrt\pi}{\Omega^{1/3}}. \tag{24}
$$

For the model crystal this is about 0.30 bohr⁻¹. It is a starting value for cells that are not strongly elongated, under the assumption that terms of the two sums cost the same. If real-space terms are dearer, a larger $\eta$ is preferable.

A very large $\eta$ has a further cost. The real-space part of a diagonal block then tends to zero while $F$ stays fixed, so the reciprocal part must approach $F+Z_\kappa^2(4\eta^3/3\sqrt\pi)\delta_{\alpha\beta}$. The small result is left by the cancellation of large numbers. In the table at $\eta=0.8$, terms of about 3.5 leave 0.086. Omitting the self corrections does not remove this cancellation, because the large reciprocal sums at $q$ and at zero must still be subtracted.

### Symmetries and the trace

In the reciprocal sum, exchanging the two ions changes $d$ to $-d$, and complex conjugation restores the phase. In the real-space sum the same operation is undone by relabelling $R_l$ as $-R_l$, since $s_{\alpha\beta}$ is even. The on-site block is real and symmetric because $G$ and $-G$ occur together. Hence $C(q)$ is Hermitian. Adding a reciprocal-lattice vector to $q$ relabels the set of $K$ and leaves $e^{iq\cdot R_l}$ unchanged, so $C(q)$ is also periodic in $q$.

The Cartesian trace gives a check that does not depend on comparing different values of $\eta$. The reciprocal part of $F$ has trace

$$
T=\frac{4\pi Z_\kappa Z_{\kappa'}}{\Omega}
\sum_Ge^{-K^2/4\eta^2}e^{iK\cdot d}.
$$

Away from the origin $\nabla^2(1/r)=0$, so $\nabla^2s=-\nabla^2g=(4\eta^3/\sqrt\pi)h$ by equation (8). Poisson summation of $h$, with the self image removed where necessary, gives the trace of the real-space part as

$$
-T+\delta_{\kappa\kappa'}Z_\kappa^2\frac{4\eta^3}{\sqrt\pi}.
$$

The self correction has trace $-\delta_{\kappa\kappa'}Z_\kappa^24\eta^3/\sqrt\pi$. The trace of $F(q)$ is therefore zero when $q$ is not a reciprocal-lattice vector. In $F(0)$ the reciprocal sum lacks its $G=0$ term, while the Poisson sum of $h$ contains it. This leaves a trace of $-4\pi Z_\kappa Z_{\kappa'}/\Omega$. For $q$ not a reciprocal-lattice vector, equation (16) then gives

$$
\sum_\alpha C_{\kappa\alpha,\kappa'\alpha}(q)
=\delta_{\kappa\kappa'}\frac{4\pi Z_\kappa Z_{\rm tot}}{\Omega}. \tag{25}
$$

This is the charge of the ion times the Laplacian of the background potential at its position. At $q=0$, or at a reciprocal-lattice vector, the intersite block lacks its $K=0$ term, and every block acquires an additional trace $-4\pi Z_\kappa Z_{\kappa'}/\Omega$; for the pair of ions 1 and 2 this is $-4\pi(3)(1)/210=-0.179520$. At the nonzero wavevector of the worked crystal, the diagonal elements $xx$, $yy$ and $zz$ of the block of ion 1 add to

$$
0.461601+0.235838+0.020639=0.718078,
$$

and the formula gives $4\pi(3)(4)/210=0.718078$.

### The limit of long waves

Let $q$ approach zero along a unit vector $n$. The $G=0$ term of equation (14) has $K=q$ and approaches $4\pi Z_\kappa Z_{\kappa'}n_\alpha n_\beta/\Omega$. The other terms are smooth in $q$ and approach $F(0)$. Summing over $\kappa'$ cancels $F(0)$ against the on-site term and leaves

$$
\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}(q)
\longrightarrow
\frac{4\pi Z_\kappa Z_{\rm tot}}{\Omega}n_\alpha n_\beta. \tag{26}
$$

A long longitudinal wave compresses the ions in some regions and thins them in others, while the background stays uniform. The resulting electric field pulls the ions back. A transverse wave makes no such charge at leading order. At $q=0$ itself the intersite sum (4) converges only conditionally, and its value depends on the shape of the summation region. A wide spherical cutoff, for instance, averages $n_\alpha n_\beta$ to $\delta_{\alpha\beta}/3$ and adds $4\pi Z_\kappa Z_{\kappa'}\delta_{\alpha\beta}/3\Omega$ to $F(0)$. Using $F(0)$ alone selects a strictly periodic potential with zero average field. With that choice equation (16) gives a zero row sum, and a rigid shift of all ions relative to the background costs no energy.

For $q=10^{-6}$ bohr⁻¹ along $x$, the row sum for ion 1 is 0.718078 in the $xx$ element. The $yy$ element has magnitude $1.5\times10^{-7}$, compared with a limiting value of zero. A residue of first order in $q$ is allowed, because the smooth terms can change linearly with $q$.

A code should therefore drop a reciprocal term when $K$ is zero, and not when $K$ is merely small. A scan over $\eta$ may fail to reveal this fault. By equation (17), the slope of the term with $K=q$ is proportional to $q_\alpha q_\beta$ and vanishes as $q\to0$, whereas its value stays finite. The trace (25) does reveal it, since the missing term changes the trace of each diagonal block by about $4\pi Z_\kappa^2/\Omega$.

### Joining the electronic terms

The average of the unperturbed electron density has been used here as the uniform background. Its electrostatic curvature must not be counted again in the electronic on-site term. The electron response to a wave at $q\ne0$ is a different quantity, and its component at $K=q$ must be kept. The force in equation (26) belongs to a rigid background, so acoustic frequencies cannot be read from the ionic matrix alone. The formulas also assume periodicity in three dimensions and an unscreened point-charge interaction. A slab with open boundaries, or ions whose mutual interaction departs from $1/r$, needs a different kernel.

### Checks without the Ewald splitting

The numerical check compares $C$ with sums of bare Coulomb curvatures under the smooth spherical window $w(r)=e^{-\xi}(1+\xi+\xi^2/2+\xi^3/6)$, with $\xi=(r/L)^2$ and $L=30$ bohr. A spherical sum over ions needs an explicit background term. The curvature of $1/r$ has zero angular average away from the origin, and at the origin its trace is $-4\pi\delta(x)$, shared equally among three directions. The background density $-\bar n$ thus contributes $+(4\pi/3)Z_\kappa\bar n\,\delta_{\alpha\beta}$ to the on-site block. For ion 1 this is $0.718078/3=0.239359$, a large part of the on-site element 0.375939. With this term included, the largest absolute difference from the Ewald matrix is $2.2\times10^{-9}$ hartree/bohr².

A second check uses energies. For real displacements $u_{l\kappa}=h\,\mathrm{Re}(U_\kappa e^{iq\cdot R_l})$, with $h$ now a displacement amplitude, write the real part as half the sum of the wave and its conjugate. If $2q$ is not a reciprocal-lattice vector, the products of two equal phases average to zero over the cells. The two mixed products remain, and the quadratic energy per cell is

$$
\Delta E=\frac{h^2}{4}\,U^\dagger C(q)\,U,\qquad
\frac{d^2E}{dh^2}=\frac12\,U^\dagger C(q)\,U. \tag{27}
$$

Here the window $w$ multiplies the pair potential itself, $\psi=w(r)/r$, rather than its curvature. The energy of an ion in a uniform background is then independent of position, and no explicit background term is needed. The integral of $\psi_{\alpha\beta}$ over all space is zero, and the origin contributes $-(4\pi/3)\delta_{\alpha\beta}$, so in the limit of a wide window the terms containing derivatives of $w$ supply the same $+(4\pi/3)Z_\kappa\bar n\,\delta_{\alpha\beta}$. For two complex displacement patterns of unit norm, finite differences of the windowed Coulomb energy give 0.0903807 and 0.0872095 hartree/bohr². The Ewald matrix gives the same values to these digits. Because the energy contains the on-site and intersite contributions together, this comparison also tests their relative sign, which independence of $\eta$ cannot establish when both self corrections are kept, since $F(q)$ and $F(0)$ are then each independent of $\eta$.

## Computed values

```
Force constants in Ha/bohr^2 unless another unit is stated
cell edges (bohr): [5. 6. 7.]  volume (bohr^3): 210.000
ion charges (e): [3. 1.]
ion 2 position (bohr): [2.  3.  2.1]
q (1/bohr): [0.418879 0.349066 0.299199]  |q|: 0.621954
F(q), element 1x,1x: eta(1/bohr) recip real self sum
0.3 0.18581270 0.08264666 -0.18279743 0.08566193
0.5 0.92622148 0.00572482 -0.84628438 0.08566193
0.8 3.55204148 0.00000125 -3.46638080 0.08566193
On-site 1x,1x: eta(1/bohr) recip real self sum
0.3 -0.01291020 0.20605197 0.18279743 0.37593919
0.5 -0.48859523 0.01825005 0.84628438 0.37593919
0.8 -3.09046739 0.00002578 3.46638080 0.37593919
C element 1x,1x: eta(1/bohr) value
0.3 0.4616011208
0.5 0.4616011208
0.8 0.4616011208
C element 1x,2y: eta(1/bohr) recip real total (complex)
0.3 -0.02409065-0.02635221i -0.04514387-0.05358292i -0.06923452-0.07993513i
0.5 -0.06144929-0.07267589i -0.00778524-0.00725924i -0.06923452-0.07993513i
0.8 -0.06920492-0.07991646i -0.00002960-0.00001867i -0.06923452-0.07993513i
largest C change across eta: 2.7e-15
dF/deta at eta=0.5/bohr, 1x,1x (Ha/bohr):
recip 5.18976708 real -0.11206083 self -5.07770625
largest summed slope, all elements (Ha/bohr): 3.6e-15
C block 1,1 (real part), rows x y z:
0.46160112 0.04988507 0.04205813
0.04988507 0.23583832 0.01798343
0.04205813 0.01798343 0.02063888
C block 2,2 (real part), rows x y z:
0.08398014 0.00554279 0.01718816
0.00554279 0.11460790 0.00199816
0.01718816 0.00199816 0.04077140
C block 1,2, rows x y z:
0.002106-0.011685i -0.069235-0.079935i -0.050388+0.013404i
-0.069235-0.079935i -0.005547+0.020701i -0.075077-0.015646i
-0.050388+0.013404i -0.075077-0.015646i 0.003441-0.009016i
direct window length (bohr): 30.0
direct C 1x,1x: 0.46160112
largest direct-sum error, C: 2.2e-09
largest direct-sum error, on-site: 3.1e-10
wave 1 d2E/dh2: energy 0.09038067 matrix 0.09038068
wave 2 d2E/dh2: energy 0.08720951 matrix 0.08720953
trace C11 0.71807832, trace C22 0.23935944
magnitude of trace C12: 4.4e-17
small q along x (1/bohr): 1.0e-06
ion 1 row sum: xx 0.7180783, magnitude of yy 1.5e-07
1 Ha/bohr^2 in eV/angstrom^2: 97.173624
C 1x,1x (eV/angstrom^2): 44.855454
C 1x,2y (eV/angstrom^2): -6.727770-7.767587i
```
